# Why a bubbler impurity depletes as a power of the precursor

A precursor liquid contains a dilute impurity, and both evaporate into a stream of carrier gas. If the liquid stays well mixed and the relative volatility \(\alpha\) is constant, the two remaining fractions obey

\[
s=f^{\alpha},\qquad f=\frac{n_p}{n_{p0}},\qquad s=\frac{n_i}{n_{i0}} .
\]

Here \(n_p\) and \(n_i\) are the moles of precursor and impurity in the liquid, and the subscript 0 marks their initial values. With \(\alpha=20\), evaporating a tenth of the precursor leaves about 12% of the impurity. With \(\alpha<1\) the impurity stays behind and the liquid becomes less pure as it is used.

The relative volatility compares the vapour with the liquid from which it comes. Let \(x_j\) be the mole fraction of species \(j\) in the liquid and \(y_j\) its mole fraction in the vapour. Then

\[
\alpha=\frac{y_i/x_i}{y_p/x_p}.
\]

For an ideal vapour at low pressure, equilibrium with the liquid gives the partial pressures

\[
p_j=x_j\gamma_jp_j^{\rm sat},
\]

where \(p_j^{\rm sat}\) is the vapour pressure of the pure liquid and \(\gamma_j\) is the activity coefficient, which measures the departure from an ideal solution. Since \(y_i/y_p=p_i/p_p\), the mole fractions cancel and

\[
\alpha=\frac{\gamma_ip_i^{\rm sat}}{\gamma_pp_p^{\rm sat}} .
\]

At fixed temperature the vapour pressures are constants. The activity coefficients still depend on composition, but in the dilute limit \(\gamma_p\to1\) and \(\gamma_i\) tends to a constant, so \(\alpha\) does too.

Now let carrier gas enter at molar rate \(F\) and leave saturated at total pressure \(P\). The carrier has mole fraction \((P-p_p-p_i)/P\) in the outgoing gas. None of it is retained, so the total outflow is \(FP/(P-p_p-p_i)\). Multiplying by the mole fraction \(p_j/P\) gives the loss of each species:

\[
-\frac{dn_j}{dt}=\frac{Fp_j}{P-p_p-p_i},\qquad j=p,i.
\]

These balances assume that there is no refill, leak or reaction, and that the vapour stored above the liquid is negligible. Dividing one by the other removes the common factor, including the carrier flow and the time:

\[
\frac{dn_i}{dn_p}=\frac{p_i}{p_p}
=\alpha\frac{x_i}{x_p}=\alpha\frac{n_i}{n_p}.
\]

The last equality holds because both mole fractions have the same denominator, the total moles of liquid. Separating the variables and integrating from the initial state gives

\[
\int_{n_{i0}}^{n_i}\frac{dn_i'}{n_i'}
=\alpha\int_{n_{p0}}^{n_p}\frac{dn_p'}{n_p'},
\qquad
\ln s=\alpha\ln f,
\]

and exponentiation gives \(s=f^\alpha\).

The physical content lies in the logarithms. When a small fraction \(\epsilon\) of the precursor present evaporates, a fraction \(\alpha\epsilon\) of the impurity present evaporates with it. Each loss is taken from what is still there, so the fractions multiply and a power results. A pulsed or drifting carrier flow changes when a given \(f\) is reached, but not the value of \(s\) found there.

The derivation nowhere required \(n_i\ll n_p\). If \(\alpha\) is constant at all compositions met, as in an ideal solution at fixed temperature, the law holds for a concentrated impurity as well, provided that \(f\) counts precursor alone. Dilution matters for two other reasons.

The first is non-ideality. A simple model of a non-ideal liquid has \(\ln\gamma_i=Ax_p^2\) and \(\ln\gamma_p=Ax_i^2\), with \(A\) a constant. Because \(x_p+x_i=1\),

\[
\ln\frac{\gamma_i}{\gamma_p}=A(x_p-x_i)(x_p+x_i)=A(1-2x_i),
\]

so \(\alpha=\alpha_\infty e^{-2Ax_i}\), where \(\alpha_\infty=e^A p_i^{\rm sat}/p_p^{\rm sat}\) is the dilute limit. To first order in \(x_i\), \(d\ln s=\alpha_\infty(1-2Ax_i)\,d\ln f\). In the correction we may use the uncorrected composition, \(x_i\simeq r_0f^{\alpha_\infty-1}\), where \(r_0=n_{i0}/n_{p0}\). Then

\[
\ln s\simeq\alpha_\infty\ln f+2A\alpha_\infty r_0\int_f^1 u^{\alpha_\infty-2}\,du
=\alpha_\infty\ln f+\frac{2A\alpha_\infty r_0}{\alpha_\infty-1}\left(1-f^{\alpha_\infty-1}\right).
\]

For \(A=0.5\), a vapour-pressure ratio of 20 and \(r_0=10^{-3}\), the true \(s\) at \(f=0.9\) exceeds \(f^{\alpha_\infty}\) by 0.10%. For \(r_0=0.25\) the correction is no longer small: the first-order formula gives an excess of 28%, while numerical integration of the two balances by a Runge–Kutta method gives 26%.

The second reason concerns measurement. A level gauge or a balance sees the whole liquid, not the precursor alone. In moles, the total remaining fraction is

\[
f_{\rm tot}=\frac{n_p+n_i}{n_{p0}+n_{i0}}
=\frac{f+r_0s}{1+r_0}
=f\,\frac{1+r_0f^{\alpha-1}}{1+r_0}.
\]

For small \(r_0\), raising this to the power \(\alpha\) gives

\[
\frac{f_{\rm tot}^{\alpha}}{s}\simeq1-\alpha r_0(1-f^{\alpha-1}).
\]

The small difference between the two fractions is multiplied by \(\alpha\). For \(\alpha=20\), \(r_0=10^{-3}\) and \(f=0.9\), using the total mole fraction underestimates \(s\) by 1.7%. A balance weights the two species by molar mass and a level gauge by molar volume, so for these instruments \(r_0\) is replaced by the initial mass or volume ratio.

What matters to a deposition process is the composition, not the inventory. The impurity-to-precursor mole ratio in the liquid is

\[
r=\frac{n_i}{n_p}=r_0\frac{s}{f}=r_0f^{\alpha-1},
\]

and the ratio in the vapour is \(\alpha r=\alpha r_0f^{\alpha-1}\). The average ratio delivered between the start and the fraction \(f\) is the impurity lost divided by the precursor lost:

\[
\bar r=\frac{n_{i0}-n_i}{n_{p0}-n_p}=r_0\frac{1-f^\alpha}{1-f}.
\]

As \(f\to1\), this tends to \(\alpha r_0\), the initial vapour ratio. As \(f\to0\), it tends to \(r_0\), because all the material has then been delivered.

The sign of \(\alpha-1\) decides the direction of change. For \(\alpha=1\) liquid and vapour have the same composition and \(r\) never changes. For \(\alpha>1\) evaporation purifies the liquid. For \(\alpha<1\) it concentrates the impurity: with \(\alpha=0.2\) and \(f=0.1\), the impurity fraction left is \(0.1^{0.2}=0.631\), and \(r\) has risen by \(0.631/0.1=6.31\) times. Continued to \(f\to0\), \(r\) grows without bound, so the dilute approximation must fail before the vessel is empty.

When \(\alpha>1\), the liquid can be purified by discarding the first vapour. To reduce \(r\) by a factor \(K\), set \(f^{\alpha-1}=1/K\), which gives

\[
f=K^{-1/(\alpha-1)}.
\]

If \(\ln K\ll\alpha-1\), expanding the exponential gives a discarded fraction \(1-f\simeq\ln K/(\alpha-1)\). The cost therefore grows logarithmically with the purification wanted and falls as the volatilities become more different.

Such a purge cannot keep pace with an impurity that is being supplied continually. Suppose that a constant \(g\) moles of impurity form for each mole of precursor evaporated, while the precursor consumed in forming it is negligible. This describes a source of fixed rate, such as a wall reaction of constant rate, at a steady carrier flow; \(g\) is the formation rate divided by the evaporation rate, so halving the flow doubles it. Since \(dn_p\) is negative, the balance becomes

\[
\frac{dn_i}{dn_p}=\alpha\frac{n_i}{n_p}-g .
\]

Put \(n_i=rn_p\), so that \(dn_i/dn_p=r+n_p\,dr/dn_p\). Then \(n_p\,dr/dn_p=(\alpha-1)r-g\), whose solution is

\[
r=\frac{g}{\alpha-1}+\left(r_0-\frac{g}{\alpha-1}\right)f^{\alpha-1}.
\]

For \(\alpha>1\) the liquid ratio approaches \(g/(\alpha-1)\) instead of zero, falling or rising to it according to whether \(r_0\) is larger or smaller. The corresponding vapour ratio is \(\alpha g/(\alpha-1)\), which is only slightly above \(g\) for a very volatile impurity: nearly all that leaves has just been formed, and the small excess comes from the shrinking amount held in the liquid. The plateau depends on \(g\) being constant. A reaction spread through the liquid has \(g=g_0f\) at steady flow, and for \(\alpha>2\) the ratio then tends to \(g_0f/(\alpha-2)\), which keeps falling, but only in proportion to \(f\).

For a worked case, take titanium tetrachloride, a liquid precursor for titanium nitride and titanium dioxide films, with silicon tetrachloride as the impurity. Rough vapour pressures at 293 K are 10 Torr for the precursor and 200 Torr for the impurity. Treating the mixture as ideal gives \(\alpha=200/10=20\). The charge is 500 g, which at a molar mass of 189.7 g/mol is 2.636 mol, and the initial impurity ratio is chosen as 1000 ppm by moles.

The carrier flow is 100 sccm and the bubbler pressure is 300 Torr. Neglecting the small impurity pressure, the precursor flow is

\[
100\times\frac{10}{300-10}=3.45\ \text{sccm},
\]

or \(1.538\times10^{-4}\) mol/min. At this rate the whole charge would last about 286 h. The power law gives the following course, with both ratios in ppm by moles.

| \(f\) | \(s\) | Liquid ratio | Vapour ratio |
|---|---|---|---|
| 0.95 | 0.358 | 377 | 7550 |
| 0.90 | 0.122 | 135 | 2700 |
| 0.80 | 0.0115 | 14.4 | 288 |
| 0.50 | \(9.5\times10^{-7}\) | 0.0019 | 0.038 |

The first vapour carries \(20\times1000=20\,000\) ppm, far more than an analysis of the liquid would suggest. After 10% of the precursor has gone, in about 29 h, the vapour still carries more impurity relative to precursor than the original liquid did. The last row shows what the ideal law predicts; a small source of impurity or imperfect mixing could control so low a level in practice.

A hundredfold reduction of the liquid ratio requires

\[
f=100^{-1/19}=0.785 .
\]

The purge therefore consumes \(500(1-0.785)\simeq108\) g of precursor and takes about 61.5 h at the stated flow. The impurity fraction left is \(s=f/100=0.00785\). The discarded vapour has a mean ratio of \(1000(1-0.00785)/(1-0.785)\simeq4600\) ppm. The liquid kept has 10 ppm, and this is also the mean ratio delivered if all of it is later evaporated. The first vapour after the purge nevertheless carries \(20\times10=200\) ppm, so a limit on the instantaneous vapour purity needs a longer purge than the same limit on the liquid.

The prediction is sensitive to \(\alpha\). At fixed \(f\), differentiating \(\ln s=\alpha\ln f\) gives

\[
\frac{\delta s}{s}\simeq\alpha\ln f\,\frac{\delta\alpha}{\alpha}.
\]

At \(f=0.9\) and \(\alpha=20\) the factor is \(-2.1\), so a small relative error in \(\alpha\) causes about twice that relative error in \(s\), with opposite sign. An assumed activity coefficient of 1.1 for the dilute impurity raises \(\alpha\) to 22 and lowers \(s\) from 0.122 to 0.098.

In an ideal mixture, temperature changes \(\alpha\) only through the vapour pressures. With constant heats of vaporization \(H_i\) and \(H_p\), the Clausius–Clapeyron relation for each species gives

\[
\alpha(T_2)=\alpha(T_1)\exp\left[-\frac{H_i-H_p}{R}\left(\frac1{T_2}-\frac1{T_1}\right)\right],
\]

where \(R\) is the gas constant. Take rough values of 30 kJ/mol for the impurity and 40 kJ/mol for the precursor. Warming from 293 K to 303 K then reduces \(\alpha\) to 17.5 and raises \(s\) at \(f=0.9\) to 0.159. The precursor has the larger heat of vaporization, so its vapour pressure rises by the larger factor. If the temperature varies during use, the law is replaced by \(\ln s=\int_1^f\alpha\,df'/f'\), with \(\alpha\) taken at the temperature prevailing at each \(f'\).

Evaporation itself cools the liquid, but little in this example. The heat drawn is \((1.538\times10^{-4}/60)\times40\,000=0.103\) W. With an assumed thermal conductance of 0.5 W/K to the bath, the temperature drop is 0.21 K. Since \(d\ln\alpha/dT=(H_i-H_p)/(RT^2)\simeq-0.014\ \text{K}^{-1}\), this raises \(\alpha\) by about 0.3%.

Saturation of the carrier is not strictly needed. If the outgoing partial pressures are \(E_p\) and \(E_i\) times their equilibrium values, the ratio of losses acquires a factor \(E_i/E_p\). For a constant ratio, integration gives

\[
s=f^{\alpha E_i/E_p}.
\]

Equal shortfalls cancel. A 10% lower pickup of the impurity alone changes the exponent from 20 to 18 and \(s\) at \(f=0.9\) to 0.150.

Whether such a shortfall is likely can be estimated from a bubble of radius \(a=2\) mm rising at \(u=0.2\) m/s. Diffusion inside a sphere has a slowest decay rate \(\pi^2D_g/a^2\). Its area per volume is \(3/a\), so the equivalent transfer coefficient is \(k_g=\pi^2D_g/(3a)\). On the liquid side, fresh liquid meets the bubble for a time of about \(2a/u\), and the penetration model gives \(k_l=2\sqrt{D_lu/(2\pi a)}\). The two resistances add as

\[
\frac1k=\frac1{k_g}+\frac{H}{k_l},
\]

where \(H\) is the equilibrium ratio of impurity concentrations in gas and liquid. The approach to saturation over a depth \(L\) then has \(3kL/(au)\) e-foldings. Assume \(D_g=1.5\times10^{-5}\) and \(D_l=10^{-9}\) m²/s, a liquid density of 1.73 g/cm³ and a vessel cross-section of 40 cm². The initial depth is 7.23 cm, and at \(f=0.9\) there are about 11 e-foldings, so the bubble leaves nearly saturated. In this estimate the number falls in proportion to depth, to about 1.2 at \(f=0.1\), where equal pickup can no longer be assumed.

Vapour stored above the liquid is a smaller effect. Let \(h_j\) be the moles of species \(j\) in the headspace divided by those in the liquid, so the vessel holds \(N_j=n_j(1+h_j)\). If the headspace is in equilibrium with the liquid and the outgoing gas has its composition, then \(dN_i/dN_p=\alpha n_i/n_p\), and

\[
\frac{d\ln N_i}{d\ln N_p}=\alpha\frac{1+h_p}{1+h_i}.
\]

In a 600 cm³ vessel at \(f=0.9\), the ideal-gas law gives \(h_i=1.6\times10^{-3}\), with \(h_p\) twenty times smaller. The local exponent is 19.97 instead of 20.

The assumption that can fail most severely here is mixing. Suppose that vapour is drawn from the surface of a still liquid, with no bubbles. The surface at height \(L\) recedes at speed \(v\). Evaporation removes impurity at a rate \(\alpha vc_s\) per unit area, where \(c_s\) is its concentration at the surface. The receding surface itself takes up only \(vc_s\) from the liquid it passes through. Diffusion must supply the difference:

\[
-D\left.\frac{\partial c}{\partial z}\right|_{z=L}=(\alpha-1)vc_s .
\]

A gradient of this size across the initial depth \(L_0\) would change the concentration by a relative amount of order \((\alpha-1)vL_0/D\). The liquid stays nearly uniform when the magnitude of this number is much less than one. The concentration is then uniform, the balance \(d(cL)/dt=-\alpha vc\) with \(v=-dL/dt\) gives \(d\ln(cL)=\alpha\,d\ln L\), and the power law returns.

In the example \(v\) is 7.23 cm in 286 h. With \(D=10^{-9}\) m²/s, \(vL_0/D=5.1\), and the criterion gives \(19\times5.1\simeq97\), so diffusion alone would leave the liquid far from well mixed. A finite-volume solution of the diffusion equation in the shrinking liquid gives \(s=0.79\) at \(f=0.9\), against 0.12 from the power law. The surface layer is stripped of impurity while the liquid below keeps most of its own. If stirring is represented by an effective diffusivity of \(10^{-5}\) m²/s, an assumed value, the criterion falls to about 0.01 and the same method gives \(s=0.122\).

These figures indicate how the model bears on a real titanium tetrachloride source. The vapour pressures are of the right size for room temperature, but the 1000 ppm impurity is a deliberately large illustrative level, well above what would be wanted in a deposition-grade liquid. In the dilute regime, with mixing or diffusion as the only transport, \(s\) does not depend on that choice. Because bubbles stir the liquid, a source through which carrier is bubbled should come closer to the mixing assumption than one from which vapour is drawn off the surface in pulses. For the latter, the remaining impurity fraction at \(f=0.9\) could lie above 0.12, but the 0.79 found for purely diffusive transport is the value without convection at this one draw rate, not a prediction for this source; a draw three times faster would give 0.85, and a very fast draw would bring \(s\) close to \(f=0.9\). Silicon tetrachloride is the less dense of the two liquids, so its loss makes the surface layer denser, and evaporative cooling does the same. In a liquid several centimetres deep, even small density differences of this kind can drive convection, which would bring \(s\) closer to the power law. The compositional part is proportional to the impurity level: a rough Rayleigh-number estimate puts it far above onset at 1000 ppm but below onset at about 0.1 ppm and less, where only the cooling remains as a driving force. A purge designed from \(f=K^{-1/(\alpha-1)}\) therefore requires a well-mixed liquid, a steady temperature, a value of \(\alpha\) suited to the actual mixture, and no continuing source of the impurity.

Numerical values quoted here were computed with a short program.
